# Dipole Fluctuations of Polar Liquids at Fixed E and Fixed D: a program that tests the result

```python
"""
Result under test: for a polar liquid in a periodic cell, the variance of the
polarization P along the field axis at fixed electric field E exceeds that at
fixed displacement D = eps0*E + P by the relative permittivity eps when the
dipoles are rigid. With electrons of constant permittivity eps_inf the ratio is
eps*eps_inf for total P and eps/eps_inf for the nuclear part p at zero field.
V: cell volume, T: temperature, N: number of dipoles, M: sum of unit dipoles.
Rotor-lattice lengths use number density 1; its energies are in units of kT.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erfc


def check_close(value, reference, relative_tolerance, label):
    error = abs(value / reference - 1)
    assert error < relative_tolerance, (label, value, reference, error)


# ---- Periodic dipole interactions with zero macroscopic field ----
cells = 3
lattice_constant = 4 ** (1 / 3)
box = cells * lattice_constant
grid = np.array(list(np.ndindex(6, 6, 6)))
is_site = grid.sum(axis=1) % 2 == 0
sites = grid[is_site]
n_sites = len(sites)


def dipole_table(alpha):
    """Ewald dipole tensor for every separation on the half-cell grid."""
    position = grid * lattice_constant / 2
    tensor = np.zeros((len(grid), 3, 3))
    for image in np.ndindex(3, 3, 3):
        d = position + box * (np.array(image) - 1)
        r2 = np.sum(d * d, axis=1)
        r2[r2 < 1e-12] = np.inf
        r = np.sqrt(r2)
        gauss = 2 * alpha / np.sqrt(np.pi) * np.exp(-alpha**2 * r2)
        b = erfc(alpha * r) / r**3 + gauss / r2
        c = 3 * erfc(alpha * r) / r**5
        c += gauss * (2 * alpha**2 + 3 / r2) / r2
        tensor += b[:, None, None] * np.eye(3)
        tensor -= c[:, None, None] * d[:, :, None] * d[:, None, :]
    k = np.array(list(np.ndindex(21, 21, 21))) - 10
    k = k[np.any(k != 0, axis=1)] * 2 * np.pi / box
    k2 = np.sum(k * k, axis=1)
    weight = 4 * np.pi / box**3 * np.exp(-k2 / (4 * alpha**2)) / k2
    kk = (weight[:, None, None] * k[:, :, None] * k[:, None, :])
    tensor += (np.cos(position @ k.T) @ kk.reshape(-1, 9)).reshape(-1, 3, 3)
    tensor[0] -= 4 * alpha**3 / (3 * np.sqrt(np.pi)) * np.eye(3)
    return tensor


table = dipole_table(7 / box)
assert np.max(np.abs(table - dipole_table(7.7 / box))) < 1e-5
lorentz = table[is_site].sum(axis=0)
assert np.allclose(lorentz, -4 * np.pi / 3 * np.eye(3), atol=1e-5)

coupling = 0.4
difference = (sites[:, None] - sites[None, :]) % 6
index = difference @ np.array([36, 6, 1])
pair = coupling * table[index].transpose(0, 2, 1, 3).copy()
for i in range(n_sites):
    # The self tensor is isotropic at a cubic site: a constant energy.
    pair[i, :, i, :] = 0


def sample_rotors(interaction, field, self_stiffness, seed):
    """Heat-bath sampling; Metropolis step handles the quadratic self term."""
    rng = np.random.default_rng(seed)
    replicas, sweeps, discard = 500, 120, 30
    e = rng.standard_normal((replicas, n_sites, 3))
    e /= np.linalg.norm(e, axis=2)[:, :, None]
    flat = e.reshape(replicas, -1)
    matrices = [np.ascontiguousarray(-interaction[i].reshape(3, -1).T)
                for i in range(n_sites)]
    totals = []
    for sweep in range(sweeps):
        for i in range(n_sites):
            local = flat @ matrices[i]
            local[:, 2] += field
            size = np.sqrt(np.einsum("ij,ij->i", local, local)) + 1e-12
            axis = local / size[:, None]
            u = rng.random(replicas)
            cosine = 1 + np.log(u + (1 - u) * np.exp(-2 * size)) / size
            cosine = np.clip(cosine, -1, 1)
            side = rng.standard_normal((replicas, 3))
            side -= axis * np.einsum("ij,ij->i", side, axis)[:, None]
            side /= np.sqrt(np.einsum("ij,ij->i", side, side))[:, None]
            new = axis * cosine[:, None]
            new += side * np.sqrt(1 - cosine**2)[:, None]
            if self_stiffness:
                change = new[:, 2]**2 - e[:, i, 2]**2
                accept = rng.random(replicas) < np.exp(
                    -self_stiffness * change / 2)
                new = np.where(accept[:, None], new, e[:, i])
            e[:, i] = new
        if sweep >= discard:
            totals.append(e.sum(axis=1))
    return np.concatenate(totals)


stiffness = 4 * np.pi * coupling / n_sites
field_e, field_d = 0.1, 0.4
samples_e = sample_rotors(pair, field_e, 0, 11)
pair_d = pair.copy()
pair_d[:, 2, :, 2] += stiffness * (1 - np.eye(n_sites))
samples_d = sample_rotors(pair_d, field_d, stiffness, 29)
var_e, var_d = samples_e.var(axis=0), samples_d.var(axis=0)
mean_e, mean_d = samples_e[:, 2].mean(), samples_d[:, 2].mean()
eps_mean_e = 1 + stiffness * mean_e / field_e
eps_var_e = 1 + stiffness * var_e[2]
displacement = field_d / stiffness
eps_mean_d = displacement / (displacement - mean_d)
lattice_ratio = var_e[2] / var_d[2]
# Sampling noise is about 2%; finite N and field add a few percent.
mc_tolerance = 0.08
check_close(eps_var_e, eps_mean_e, mc_tolerance, "fixed-E response")
check_close(eps_mean_d, eps_mean_e, mc_tolerance, "ensemble agreement")
check_close(stiffness * var_d[2], 1 - 1 / eps_mean_d, mc_tolerance,
            "fixed-D response")
check_close(lattice_ratio, eps_mean_d, mc_tolerance, "rigid ratio")
transverse_ratio = var_e[:2].mean() / var_d[:2].mean()
check_close(transverse_ratio, 1, mc_tolerance, "transverse variance")

# A uniform electronic medium changes the fixed-D Boltzmann weight.
test_eps_inf = 1.8
mx = samples_e[:, 0]
weights = np.exp(-stiffness * mx**2 / (2 * test_eps_inf))
mean_x = np.average(mx, weights=weights)
var_x_d = np.average((mx - mean_x)**2, weights=weights)
nuclear_ratio = var_e[0] / var_x_d
nuclear_prediction = 1 + stiffness * var_e[0] / test_eps_inf
check_close(nuclear_ratio, nuclear_prediction, mc_tolerance, "nuclear ratio")


# ---- Explicit electronic minimization in units sqrt(eps0*kT/V) ----
def electronic_ensemble(kind, control, variation):
    p = np.linspace(-20, 20, 201)
    chi = 0.8 + variation * np.tanh(p)
    energy, total = np.empty_like(p), np.empty_like(p)
    for j in range(len(p)):
        def objective(electronic):
            polarization = p[j] + electronic
            value = p[j]**2 / 12 + electronic**2 / (2 * chi[j])
            if kind == "E":
                return value - control * polarization
            return value + (control - polarization)**2 / 2
        best = minimize_scalar(objective)
        energy[j], total[j] = best.fun, p[j] + best.x
    weight = np.exp(-(energy - energy.min()))
    weight /= weight.sum()
    mean = weight @ total
    variance = weight @ (total - mean)**2
    return mean, variance, weight @ chi, weight @ (1 / (1 + chi))


step = 0.02
e_low = electronic_ensemble("E", 0.2 - step, 0.3)
e_mid = electronic_ensemble("E", 0.2, 0.3)
e_high = electronic_ensemble("E", 0.2 + step, 0.3)
slope_e = (e_high[0] - e_low[0]) / (2 * step)
check_close(slope_e, e_mid[2] + e_mid[1], 1e-3, "general fixed E")
d_low = electronic_ensemble("D", 1 - step, 0.3)
d_mid = electronic_ensemble("D", 1, 0.3)
d_high = electronic_ensemble("D", 1 + step, 0.3)
inverse_eps = 1 - (d_high[0] - d_low[0]) / (2 * step)
check_close(inverse_eps, d_mid[3] - d_mid[1], 1e-3, "general fixed D")
constant_e = electronic_ensemble("E", 0, 0)
constant_d = electronic_ensemble("D", 0, 0)
response = (electronic_ensemble("E", step, 0)[0]
            - electronic_ensemble("E", -step, 0)[0]) / (2 * step)
electronic_ratio = constant_e[1] / constant_d[1]
electronic_eps = 1 + response
check_close(electronic_ratio, electronic_eps * 1.8, 1e-4, "total ratio")

# ---- Water-like example: rough, round input values ----
temperature, edge_nm = 300.0, 1.5
eps, eps_inf = 80.0, 1.8
density_nm3, dipole_debye = 33.0, 2.9
volume = (edge_nm * 1e-9)**3
thermal = const.k * temperature
scale = const.epsilon_0 * thermal / volume
debye = 1e-21 / const.c
dipole = dipole_debye * debye
molecules = round(density_nm3 * edge_nm**3)
rigid_e, rigid_d = scale * (eps - 1), scale * (1 - 1 / eps)
total_e = scale * (eps - eps_inf)
total_d = scale * (1 / eps_inf - 1 / eps)
nuclear_d = total_d * eps_inf**2
rms_field = np.sqrt(total_d) / const.epsilon_0
rms_voltage = rms_field * edge_nm * 1e-9


# ---- Non-Gaussian statistics: finite dipoles with mean-field coupling ----
h = np.linspace(0.005, 25, 4000)
order = 1 / np.tanh(h) - 1 / h
order_slope = 1 / h**2 - 1 / np.sinh(h)**2
angle_x, angle_w = np.polynomial.legendre.leggauss(200)
angle_x, angle_w = (angle_x + 1) / 2, angle_w / 2


def radial_weights(number, attraction):
    log_weight = number * (np.log(np.sinh(h) / h) - h * order)
    log_weight -= 0.5 * np.log(order_slope * (order / h)**2)
    log_weight += 2 * np.log(order) + np.log(order_slope)
    log_weight += attraction * number * order**2 / 2
    weight = np.exp(log_weight - log_weight.max())
    return weight / weight.sum()


def free_field_variance(number, attraction):
    weight = radial_weights(number, attraction)
    return weight @ (number * order)**2 / 3


check_close(free_field_variance(molecules, 0), molecules / 3, 0.01,
            "free dipole distribution")
target = total_e * volume**2 / dipole**2
attraction = brentq(lambda a: free_field_variance(molecules, a) - target, 0, 4)
d_stiffness = dipole**2 / (const.epsilon_0 * eps_inf * volume * thermal)
radial = radial_weights(molecules, attraction)
m_squared = (molecules * order[:, None] * angle_x[None, :])**2
joint = radial[:, None] * angle_w * np.exp(-d_stiffness * m_squared / 2)
finite_var_d = np.sum(joint * m_squared) / joint.sum()
gaussian_var_d = target * eps_inf / eps
finite_shift = finite_var_d / gaussian_var_d - 1


# ---- Quantum nuclei: coupled harmonic polarization modes ----
def quantum_factors(wavenumbers, fast_strengths):
    strengths = np.array([eps - eps_inf - sum(fast_strengths)]
                         + list(fast_strengths))
    omega = 2 * np.pi * const.c * 100 * np.array(wavenumbers)
    charge = np.sqrt(strengths) * omega
    matrix_e = np.diag(omega**2)
    matrix_d = matrix_e + np.outer(charge, charge) / eps_inf
    classical, quantum = [], []
    for matrix in (matrix_e, matrix_d):
        square, vectors = np.linalg.eigh(matrix)
        frequency = np.sqrt(square)
        projection = (charge @ vectors)**2
        classical.append(np.sum(projection / square))
        x = const.hbar * frequency / (2 * thermal)
        quantum.append(np.sum(projection / square * x / np.tanh(x)))
    check_close(classical[0], eps - eps_inf, 1e-7, "mode strength")
    check_close(classical[1] / eps_inf**2, 1 / eps_inf - 1 / eps, 1e-6,
                "fixed-D modes")
    xi = 2 * np.pi * thermal / const.hbar * np.arange(1, 100001)
    eps_imaginary = eps_inf + sum(
        s * w**2 / (w**2 + xi**2) for s, w in zip(strengths, omega))
    sum_e = eps - eps_inf + 2 * np.sum(eps_imaginary - eps_inf)
    sum_d = 1 / eps_inf - 1 / eps
    sum_d += 2 * np.sum(1 / eps_inf - 1 / eps_imaginary)
    check_close(quantum[0], sum_e, 1e-4, "quantum fixed E")
    check_close(quantum[1] / eps_inf**2, sum_d, 1e-4, "quantum fixed D")
    return quantum[0] / classical[0], quantum[1] / classical[1]


mode_numbers = [1.0, 180.0, 650.0, 3400.0]
mode_strengths = [1.5, 0.5, 0.07]
quantum_e, quantum_d = quantum_factors(mode_numbers, mode_strengths)
no_stretch_e, no_stretch_d = quantum_factors(
    mode_numbers[:3], mode_strengths[:2])
salt = 0.1
ion_pairs = salt * 1000 * const.N_A * volume

print("ROTOR-LATTICE TEST")
print(f"Number of dipoles: {n_sites}")
print(f"Dipole coupling / kT at density 1: {coupling:.2f}")
print(f"Field energy mu*E/kT: {field_e:.2f}")
print(f"Displacement energy mu*D/(eps0*kT): {field_d:.2f}")
print(f"Permittivity from mean P, fixed E: {eps_mean_e:.3f}")
print(f"Permittivity from variance, fixed E: {eps_var_e:.3f}")
print(f"Permittivity from mean P, fixed D: {eps_mean_d:.3f}")
print(f"Axial variance of M, fixed E: {var_e[2]:.2f}")
print(f"Axial variance of M, fixed D: {var_d[2]:.2f}")
print(f"Axial variance ratio E/D: {lattice_ratio:.3f}")
print(f"Transverse variance ratio E/D: {transverse_ratio:.3f}")
print(f"Nuclear ratio with eps_inf=1.8, sampled: {nuclear_ratio:.3f}")
print(f"Nuclear ratio with eps_inf=1.8, formula: {nuclear_prediction:.3f}")
print("ELECTRONIC-MINIMIZATION TEST")
print(f"Permittivity from response: {electronic_eps:.3f}")
print(f"Total-P variance ratio E/D: {electronic_ratio:.3f}")
print("WATER-LIKE EXAMPLE (rough inputs)")
print(f"Temperature: {temperature:.0f} K")
print(f"Cell edge: {edge_nm:.1f} nm")
print(f"Static permittivity: {eps:.0f}")
print(f"Electronic permittivity: {eps_inf:.1f}")
print(f"Molecular density: {density_nm3:.0f} nm^-3")
print(f"Molecular dipole: {dipole_debye:.1f} D")
print(f"Molecules in cell: {molecules}")
print(f"Rigid rms P, fixed E: {100*np.sqrt(rigid_e):.3f} uC/cm2")
print(f"Rigid rms P, fixed D: {100*np.sqrt(rigid_d):.3f} uC/cm2")
print(f"Rigid variance ratio: {rigid_e/rigid_d:.1f}")
print(f"Polarizable rms total P, fixed E: {100*np.sqrt(total_e):.3f} uC/cm2")
print(f"Polarizable rms total P, fixed D: {100*np.sqrt(total_d):.3f} uC/cm2")
print(f"Polarizable total-P variance ratio: {total_e/total_d:.1f}")
print(f"Nuclear rms p, fixed D: {100*np.sqrt(nuclear_d):.3f} uC/cm2")
print(f"Nuclear-p variance ratio: {total_e/nuclear_d:.1f}")
print(f"Rms internal field, fixed D: {rms_field/1e8:.2f} MV/cm")
print(f"Rms cell voltage, fixed D: {rms_voltage:.3f} V")
print("NEGLECTED EFFECTS (model estimates)")
print(f"Finite-cell shift of fixed-D variance: {100*finite_shift:+.1f} %")
print("Mode wavenumbers:", *[f"{x:.0f}" for x in mode_numbers], "cm^-1")
print("Fast-mode strengths:", *[f"{x:.2f}" for x in mode_strengths])
print(f"Quantum shift, fixed E: {100*(quantum_e-1):+.1f} %")
print(f"Quantum shift, fixed D: {100*(quantum_d-1):+.1f} %")
print(f"Quantum shift without stretch, fixed E: {100*(no_stretch_e-1):+.1f} %")
print(f"Quantum shift without stretch, fixed D: {100*(no_stretch_d-1):+.1f} %")
quantum_ratio = total_e * quantum_e / (total_d * quantum_d)
print(f"Total-P variance ratio with quantum modes: {quantum_ratio:.1f}")
print(f"Salt concentration for ion estimate: {salt:.1f} mol/L")
print(f"Expected ion pairs in cell: {ion_pairs:.2f}")
print("all tests passed")
```

Printed output:

```
ROTOR-LATTICE TEST
Number of dipoles: 108
Dipole coupling / kT at density 1: 0.40
Field energy mu*E/kT: 0.10
Displacement energy mu*D/(eps0*kT): 0.40
Permittivity from mean P, fixed E: 3.694
Permittivity from variance, fixed E: 3.664
Permittivity from mean P, fixed D: 3.719
Axial variance of M, fixed E: 57.24
Axial variance of M, fixed D: 15.80
Axial variance ratio E/D: 3.623
Transverse variance ratio E/D: 0.998
Nuclear ratio with eps_inf=1.8, sampled: 2.481
Nuclear ratio with eps_inf=1.8, formula: 2.498
ELECTRONIC-MINIMIZATION TEST
Permittivity from response: 7.800
Total-P variance ratio E/D: 14.040
WATER-LIKE EXAMPLE (rough inputs)
Temperature: 300 K
Cell edge: 1.5 nm
Static permittivity: 80
Electronic permittivity: 1.8
Molecular density: 33 nm^-3
Molecular dipole: 2.9 D
Molecules in cell: 111
Rigid rms P, fixed E: 2.930 uC/cm2
Rigid rms P, fixed D: 0.328 uC/cm2
Rigid variance ratio: 80.0
Polarizable rms total P, fixed E: 2.915 uC/cm2
Polarizable rms total P, fixed D: 0.243 uC/cm2
Polarizable total-P variance ratio: 144.0
Nuclear rms p, fixed D: 0.437 uC/cm2
Nuclear-p variance ratio: 44.4
Rms internal field, fixed D: 2.74 MV/cm
Rms cell voltage, fixed D: 0.412 V
NEGLECTED EFFECTS (model estimates)
Finite-cell shift of fixed-D variance: +0.1 %
Mode wavenumbers: 1 180 650 3400 cm^-1
Fast-mode strengths: 1.50 0.50 0.07
Quantum shift, fixed E: +1.2 %
Quantum shift, fixed D: +51.0 %
Quantum shift without stretch, fixed E: +0.6 %
Quantum shift without stretch, fixed D: +24.2 %
Total-P variance ratio with quantum modes: 96.5
Salt concentration for ion estimate: 0.1 mol/L
Expected ion pairs in cell: 0.20
all tests passed
```
